# Fermi-Dirac Forces and the Conserved Mermin Energy in Molecular Dynamics

## 1. The form of the conserved energy

Ions move on forces obtained from electrons with fractional occupations $f_i$. Let $K$ be the ionic kinetic energy and $E$ the electronic energy plus the ion-ion repulsion. If the occupations change during the motion, what must be added to $K+E$ to obtain a constant?

The added term must not depend explicitly on the ionic positions, or it would contribute a force of its own beyond the Hellmann-Feynman force. It may depend on the electronic state and on the electronic temperature $T$. The orbitals are to remain eigenstates of the mean-field Hamiltonian, and for these $E$ alone is already stationary when the orbitals are rotated at fixed occupations (Section 4). The added term is therefore taken to be unchanged by such rotations, which makes it a function of the occupations alone. Occupations are dimensionless, so the only energy scale left is $k_BT$. For a mean-field state, take it to be additive over orbitals. This leaves

$$
A=E-k_BT\,g\sum_i\sigma(f_i),
$$

where $g=2$ counts spin, both spins have the same occupations, and $\sigma$ is a dimensionless function.

The function follows from requiring $A$ to be stationary when the occupations change at fixed electron number. A change $df_i$ alters $E$ by $g\sum_i\varepsilon_i df_i$, with $\varepsilon_i$ the mean-field orbital energies (Section 3). With a multiplier $\mu$ for the electron number, stationarity requires $\varepsilon_i-\mu=k_BT\,\sigma'(f_i)$. Fermi-Dirac occupations,

$$
f_i=\frac{1}{e^{(\varepsilon_i-\mu)/k_BT}+1},
$$

satisfy $(\varepsilon_i-\mu)/k_BT=\ln[(1-f_i)/f_i]$. Hence $\sigma'(f)=\ln(1-f)-\ln f$, up to a constant that would add a multiple of the fixed electron number. Integrating, with $\sigma=0$ for an empty and for a full orbital,

$$
\sigma(f)=-f\ln f-(1-f)\ln(1-f).
$$

The added term is therefore $-TS$, with $S=k_Bg\sum_i\sigma(f_i)$ the entropy of independent fermions, and $A=E-TS$ is the Mermin free energy. It remains to show that its gradient is the Hellmann-Feynman force when the orbitals, the occupations and the mean field all respond to the ions.

## 2. Functional and assumptions

Let $\gamma$ be the one-particle density matrix of one spin channel. Its eigenvalues are the $f_i$, the density is $n(\mathbf r)=g\,\gamma(\mathbf r,\mathbf r)$, and the electron number is $N=g\,\mathrm{Tr}\,\gamma$. For ionic positions $R=\{\mathbf R_I\}$,

$$
A[\gamma;R]=g\,\mathrm{Tr}[\gamma(t+v_{\rm ext}(R))]+E_{\rm Hxc}[n]+E_{II}(R)-TS[\gamma],
$$

$$
S[\gamma]=-k_Bg\,\mathrm{Tr}[\gamma\ln\gamma+(1-\gamma)\ln(1-\gamma)].
$$

Here $t$ is the kinetic energy operator, $v_{\rm ext}$ the potential of the ions, $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy, and $E_{II}$ the ion-ion repulsion.

The derivation assumes the following.

- At each $R$ the electrons are in a self-consistent stationary state of $A$ at fixed $N$ and $T$, and this state changes smoothly with $R$.
- The basis is finite and does not move with the ions. Plane waves in a fixed cell and fixed real-space grids qualify.
- $E_{\rm Hxc}$ depends on $R$ through $n$ alone. If an exchange-correlation functional depends on $T$, its free-energy form belongs in $A$.
- No thermostat, friction or other external force acts on the ions.

The temperature $T$ belongs to the electrons and need not match the kinetic temperature of the ions.

## 3. Stationarity gives Fermi-Dirac occupations

Vary $\gamma$ at fixed $R$. With $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$,

$$
\delta E_{\rm Hxc}=\int v_{\rm Hxc}(\mathbf r)\,\delta n(\mathbf r)\,d\mathbf r=g\,\mathrm{Tr}[v_{\rm Hxc}\,\delta\gamma].
$$

The energy therefore changes by

$$
\delta E=g\,\mathrm{Tr}[H\,\delta\gamma],\qquad H=t+v_{\rm ext}+v_{\rm Hxc}.
$$

No double-counting correction appears in this variation, because $E_{\rm Hxc}$ itself was varied. If only the occupations change, $\delta\gamma$ is diagonal in the eigenstates of $H$ and $\delta E=g\sum_i\varepsilon_i\,\delta f_i$, as used in Section 1.

The entropy needs more care, since $\delta\gamma$ need not commute with $\gamma$. For a power of $\gamma$, cyclicity of the trace gives

$$
\delta\,\mathrm{Tr}\,\gamma^m=\sum_{k=0}^{m-1}\mathrm{Tr}[\gamma^k\,\delta\gamma\,\gamma^{m-1-k}]=m\,\mathrm{Tr}[\gamma^{m-1}\delta\gamma].
$$

By linearity, $\delta\,\mathrm{Tr}\,\phi(\gamma)=\mathrm{Tr}[\phi'(\gamma)\,\delta\gamma]$ for polynomials $\phi$. It extends to functions that are smooth on the range of the eigenvalues, because polynomials can approximate $\phi$ and $\phi'$ there together. In a finite basis at $T>0$ the eigenvalues lie strictly between 0 and 1, where the entropy function is smooth. For $\phi(f)=f\ln f+(1-f)\ln(1-f)$,

$$
\phi'(f)=(\ln f+1)-(\ln(1-f)+1)=\ln\frac{f}{1-f}.
$$

Hence

$$
\delta S=-k_Bg\,\mathrm{Tr}\!\left[\ln\frac{\gamma}{1-\gamma}\,\delta\gamma\right].
$$

Subtract $\mu\,\delta N=\mu g\,\mathrm{Tr}\,\delta\gamma$ to impose fixed $N$:

$$
\delta A-\mu\,\delta N=g\,\mathrm{Tr}[D\,\delta\gamma],\qquad
D=H-\mu+k_BT\ln\frac{\gamma}{1-\gamma}.
$$

This must vanish for every Hermitian $\delta\gamma$, so $D=0$. Solving for $\gamma$,

$$
\gamma=\frac{1}{e^{(H-\mu)/k_BT}+1}.
$$

Thus $\gamma$ commutes with $H$, and its eigenvalues are the Fermi-Dirac occupations. At this state $\delta A=\mu\,\delta N$ for any small $\delta\gamma$.

## 4. The force

Write $A(R)=A[\gamma(R);R]$. When an ion moves, $A$ changes through its explicit dependence on $R$ and through $\gamma$:

$$
\frac{dA}{d\mathbf R_I}=\left.\frac{\partial A}{\partial\mathbf R_I}\right|_{\gamma}+\mu\frac{dN}{d\mathbf R_I}.
$$

The second term vanishes because $N$ is fixed. In the first, only $v_{\rm ext}$ and $E_{II}$ contain $R$ explicitly, so

$$
\frac{dA}{d\mathbf R_I}=\int n(\mathbf r)\frac{\partial v_{\rm ext}(\mathbf r)}{\partial\mathbf R_I}\,d\mathbf r+\frac{\partial E_{II}}{\partial\mathbf R_I}=-\mathbf F_I.
$$

This $\mathbf F_I$ is the Hellmann-Feynman force. The integral over $n$ applies to a local $v_{\rm ext}$; for a nonlocal pseudopotential it is replaced by $g\,\mathrm{Tr}[\gamma\,\partial v_{\rm ext}/\partial\mathbf R_I]$. The derivation uses the derivative of $\gamma$ but not of individual orbitals. Degenerate levels, whose orbitals are not unique, therefore cause no difficulty.

### Why the gradient of $E$ differs

At constant $T$, $E=A+TS$ gives

$$
\frac{dE}{d\mathbf R_I}=-\mathbf F_I+T\frac{dS}{d\mathbf R_I}.
$$

The last term is the energy cost of moving electrons between levels. Using $D=0$ in the entropy variation,

$$
T\,dS=g\,\mathrm{Tr}[(H-\mu)\,d\gamma]=g\sum_i\varepsilon_i\,df_i .
$$

The $\mu$ term drops out because $\sum_i df_i=0$. The last form holds for nondegenerate levels, where $df_i$ is the diagonal element of $d\gamma$ in orbital $i$; the trace form needs no such restriction.

Now freeze the occupations and let only the orbitals relax. Then $\delta\gamma=[X,\gamma]$ with $X$ anti-Hermitian, and

$$
\delta E=g\,\mathrm{Tr}(H[X,\gamma])=g\,\mathrm{Tr}([\gamma,H]X)=0,
$$

since $\gamma$ and $H$ commute. The same $\mathbf F_I$ is thus minus the gradient of $E$ at frozen occupations and minus the gradient of $A$ at thermal occupations.

## 5. The conservation law

Let ion $I$ have mass $M_I$ and velocity $\mathbf V_I$. Newton's equation $M_I\dot{\mathbf V}_I=\mathbf F_I$ gives

$$
\frac{dK}{dt}=\sum_I M_I\mathbf V_I\cdot\dot{\mathbf V}_I=\sum_I\mathbf F_I\cdot\mathbf V_I=-\frac{dA}{dt}.
$$

Therefore

$$
\frac{d}{dt}(K+E-TS)=0 .
$$

Equivalently, $K+E$ changes by $T\,\Delta S$. Holding the electrons at fixed $T$ implies a heat bath, and $T\,\Delta S$ is the heat they take from it. When the entropy falls, heat leaves the system and $K+E$ falls too.

If a gap $\Delta$ separates full from empty levels and $k_BT\ll\Delta$, with $\mu$ near midgap, the occupations differ from 0 or 1 by at most about $e^{-\Delta/2k_BT}$. The entropy is then exponentially small, and $K+E$ is nearly constant. In a metal, levels lie within the thermal window around $\mu$ and the entropy is not exponentially suppressed; how large $T\,\Delta S$ becomes depends on $T$ and on how many levels move within that window.

## 6. Conditions that change the result

**Changing temperature.** At a stationary state and fixed $R$ and $N$, the response of $\gamma$ again drops out, so $\partial A/\partial T=-S$ when $E_{\rm Hxc}$ has no explicit temperature dependence. A prescribed $T(t)$ then gives $d(K+A)/dt=-S\,dT/dt$, and the quantity to monitor is $K+A+\int S\,dT$.

**Fixed chemical potential.** If a reservoir fixes $\mu$ and $N$ varies, Section 4 gives $dA/d\mathbf R_I=-\mathbf F_I+\mu\,dN/d\mathbf R_I$. The conserved quantity is then $K+A-\mu N$.

**Incomplete self-consistency.** If $D\neq0$, with $H$ evaluated from the same $\gamma$ that enters $A$ and $\mathbf F_I$, the chain rule leaves

$$
\frac{d(K+A)}{dt}=g\,\mathrm{Tr}\!\left[D\,\frac{d\gamma}{dt}\right]
$$

at fixed $N$ and $T$. The mismatch is of first order in the residual $D$. Convergence of the free energy alone is a weak criterion, because near a stationary point at fixed $N$ the error in $A$ is of second order in the error of $\gamma$. This does not hold for $E$ by itself, which changes in first order when the occupations change.

**A basis carried by the ions.** In an incomplete basis, $(H-\varepsilon_i)|\psi_i\rangle$ has no component inside the basis but may have one outside it. When basis functions move, $d\gamma/d\mathbf R_I$ acquires parts outside the original basis, where stationarity was not imposed. The Hellmann-Feynman term must then be supplemented by the basis-motion (Pulay) force.

## 7. Effect of the time step

Velocity Verlet with step $h$ uses, for each coordinate of mass $M$,

$$
R_1=R_0+hV_0+\frac{h^2F_0}{2M},\qquad
V_1=V_0+\frac{h(F_0+F_1)}{2M}.
$$

The change in kinetic energy is

$$
K_1-K_0=\frac M2(V_1-V_0)(V_1+V_0)=\frac{F_0+F_1}{2}\,\frac{h(V_0+V_1)}{2}.
$$

From the two update rules,

$$
\frac{h(V_0+V_1)}2=hV_0+\frac{h^2(F_0+F_1)}{4M}=R_1-R_0+\frac{h^2(F_1-F_0)}{4M}.
$$

Substitution gives

$$
K_1-K_0=\frac{F_0+F_1}{2}(R_1-R_0)+\frac{h^2}{8M}(F_1^2-F_0^2).
$$

Summed over coordinates, the first term is the trapezoidal estimate of the work, $-(A_1-A_0)$, with an error of order $h^3$ per step for smooth forces. Over a fixed time the number of steps grows as $1/h$, so these errors add up to order $h^2$. The second term telescopes and is also of order $h^2$. Halving the step should therefore reduce the error in $K+A$ about fourfold. It should not remove the variation of $K+E$, which is physical.

## 8. Worked example: a four-ion ring with hot electrons

Four ions of unit charge and four electrons occupy a ring of circumference $L=12$ bohr. Hartree atomic units are used. All charges interact through

$$
w(d)=\left[\left(\frac L\pi\sin\frac{\pi d}{L}\right)^2+a^2\right]^{-1/2},\qquad a=1\ \text{bohr},
$$

a Coulomb law in the chord distance, softened at short range. Thus $v_{\rm ext}(x)=-\sum_I w(x-R_I)$ and $E_{II}=\sum_{I<J}w(R_I-R_J)$. The mean-field energy is

$$
E_{\rm Hxc}=\frac12\iint n(x)w(x-x')n(x')\,dx\,dx'-c\int n^{4/3}dx,\qquad c=0.20 .
$$

The local term makes the mean field nonlinear; it is a model term, not an exchange functional for a real material. The force is

$$
F_I=-\int n(x)\,w'(x-R_I)\,dx-\sum_{J\ne I}w'(R_I-R_J).
$$

The equations are solved on a fixed grid of 41 points with a Fourier kinetic energy. The theorem applies to the discretized functional itself, so good energy conservation does not show that the grid is fine enough.

### Static state

The ions are placed at 0.35, 2.75, 6.20 and 8.70 bohr, which forms two loose pairs. With $k_BT=0.030$ hartree, about 9500 K, diagonalization iterated to self-consistency gives $\mu=-0.0508$ hartree and these lowest levels:

| Level | $\varepsilon_i$ (hartree) | $f_i$ | $\sigma(f_i)$ |
|---|---:|---:|---:|
| 1 | −0.1907 | 0.9907 | 0.053 |
| 2 | −0.0849 | 0.7574 | 0.554 |
| 3 | −0.0181 | 0.2519 | 0.564 |

Levels 2 and 3 are separated by $0.0849-0.0181=0.0668$ hartree, about $2.2\,k_BT$. At this geometry the ring is a small-gap system rather than a metal, and the occupations are fractional because $k_BT$ is not small compared with the gap. The occupations sum to 2.000 per spin, hence four electrons. The entropy is $S/k_B=2(0.053+0.554+0.564)=2.34$, and $TS=0.030\times2.34=0.070$ hartree. With $E=-2.0322$ hartree and the unrounded $TS=0.0703$ hartree, $A=-2.1025$ hartree.

To obtain the gradients, each ion is displaced by $\pm d$ and $\pm2d$, with $d=0.002$ bohr, and the electrons are solved again. The derivative of $A$ is

$$
\frac{8[A(d)-A(-d)]-A(2d)+A(-2d)}{12d},
$$

and likewise for $E$ and $TS$. In hartree/bohr:

| Ion | $F_I$ | $-dA/dR_I$ | $-dE/dR_I$ | $T\,dS/dR_I$ |
|---|---:|---:|---:|---:|
| 1 | 0.0268 | 0.0268 | 0.0534 | −0.0266 |
| 2 | −0.0256 | −0.0256 | −0.0520 | 0.0264 |
| 3 | 0.0275 | 0.0275 | 0.0544 | −0.0269 |
| 4 | −0.0287 | −0.0287 | −0.0558 | 0.0270 |

For ion 1, $-dE/dR_1+T\,dS/dR_1=0.0534-0.0266=0.0268$ hartree/bohr, which is $F_1$. Here the slope of $E$ is about twice the force. The energy favours closer pairs, while the entropy opposes them and cancels about half of that pull.

The effect of a moving basis can be seen with independent electrons in the bare ionic potential at the same positions and temperature. Give each ion two Gaussians $e^{-s^2/2b^2}$, with $s$ the chord distance to the ion and $b=0.8$ and $1.6$ bohr. Differentiating the electronic free energy and comparing with the Hellmann-Feynman term gives a largest discrepancy of 0.024 hartree/bohr, comparable to the net forces in the table and about a sixth of the largest electronic Hellmann-Feynman term of this independent-electron model, 0.15 hartree/bohr. The discrepancy vanishes if the same Gaussians are held fixed while the ions move, and it is removed by adding the Pulay force.

### Motion

The ions, each of mass 4000 electron masses, start at rest and move for 2400 atomic units of time, or 58 fs. Selected values from the run with a step of 8 atomic units are, in hartree:

| $t$ (a.u.) | $K$ | $TS$ | $K+E$ | $K+E-TS$ |
|---:|---:|---:|---:|---:|
| 0 | 0.0000 | 0.0703 | −2.0322 | −2.1025 |
| 400 | 0.0189 | 0.0191 | −2.0834 | −2.1025 |
| 1200 | 0.0187 | 0.0511 | −2.0514 | −2.1025 |
| 2400 | 0.0136 | 0.0180 | −2.0845 | −2.1025 |

During the first 400 atomic units, $TS$ changes by $0.0191-0.0703=-0.0512$ hartree, and $K+E$ by $-2.0834+2.0322=-0.0512$ hartree. The electrons have given this heat to the bath.

The largest departures from the initial values, sampled every 16 atomic units, are:

| Step (a.u.) | $K+E-TS$ (hartree) | $K+E$ (hartree) |
|---:|---:|---:|
| 16 | $9.85\times10^{-5}$ | 0.0554 |
| 8 | $2.46\times10^{-5}$ | 0.0554 |

Halving the step reduces the first error by a factor of 4.00, in line with Section 7, and leaves the variation of $K+E$ unchanged at this precision. For the smaller step the two departures are 0.67 meV and 1.5 eV for the whole four-ion system. Judged by $K+E$ alone, this accurate trajectory would appear to have a large energy error. An implementation with Fermi-Dirac occupations should therefore record $E$ and $TS$ separately and use $K+E-TS$ to assess the integration. Other smearing schemes need their own function $\sigma$, fixed by the stationarity condition of Section 1. For Gaussian smearing of width $W$, with $f=\tfrac12\,\mathrm{erfc}(x)$ and $x=(\varepsilon-\mu)/W$, the subtracted term is $Wg\sum_i e^{-x_i^2}/(2\sqrt\pi)$; the Fermi-Dirac entropy does not give a conserved quantity there.

Numerical values quoted here were computed with a short program.
